# Resistivity of a Mott-Schottky Grain Boundary Depleted of Mobile Ions

## 1. What scaling fixes

A depletion layer with a uniform fixed charge has one length, its width \(\lambda\), and one potential, the core potential \(\phi_0\). Its profile is therefore \(\phi_0\) times a function of \(s/\lambda\), where \(s\) is the distance from the boundary core. An ion of charge \(ze\) responds to this potential through \(ze\phi/kT\). The mean resistivity of the layer, divided by the bulk resistivity \(\rho_b\), can then depend on one number:

\[
r=\frac{\langle\rho\rangle}{\rho_b}=F(X),\qquad X=\frac{ze\phi_0}{kT}.
\]

Permittivity and doping set the width but cancel from \(r\). The large-\(X\) form needs, in addition, only the slope of the potential at the core, which Section 2 derives from the parabolic profile. The resistivity at the core is \(\exp(X)\rho_b\). The potential there falls with slope \(2\phi_0/\lambda\), so the resistivity drops by a factor \(\exp(1)\) over \(\lambda/(2X)\), which is a fraction \(1/(2X)\) of the layer. Hence

\[
r\simeq\frac{\exp(X)}{2X},\qquad X\gg1. \tag{1}
\]

The barrier energy in \(X\) is that of the ion, \(ze\phi_0\). For a doubly charged vacancy it is twice \(e\phi_0\).

## 2. Model and depletion profile

The boundary is a plane with a fixed positive charge \(Q\) per area. Each adjoining grain contains immobile acceptors of charge \(-e\) and uniform density \(N\), and mobile positive ions of density \(c\). Bulk neutrality requires \(zc_b=N\). The bulk potential is zero, \(e>0\), and the grains are much thicker than the layer. The two sides are equal, so one side is treated.

The depletion (Mott-Schottky) approximation drops the ion charge for \(0<s<\lambda\). The charge density is then \(-eN\), and Poisson's equation reads

\[
\phi''=\frac{eN}{\epsilon},\qquad \phi(\lambda)=\phi'(\lambda)=0 .
\]

Two integrations from the outer edge give

\[
\phi=\frac{eN}{2\epsilon}(\lambda-s)^2=\phi_0\left(1-\frac{s}{\lambda}\right)^2,\qquad
\lambda=\sqrt{\frac{2\epsilon\phi_0}{eN}} .
\]

The field at the core is \(2\phi_0/\lambda\), and neutrality gives \(Q=2eN\lambda\).

## 3. From the profile to the resistance

Let \(M\) be the ion mobility, taken equal in layer and bulk, so that \(\sigma=zeMc\). The ion current is driven by the gradient of the electrochemical potential,

\[
j=-\frac{\sigma}{ze}\frac{d\tilde\mu}{ds},\qquad
\tilde\mu=kT\ln\frac{c}{c_b}+ze\phi .
\]

At equilibrium \(\tilde\mu\) is constant, which gives \(c=c_b\exp(-ze\phi/kT)\). Under a small steady voltage, \(j\) is uniform because ions are neither stored nor consumed. To first order \(\sigma\) keeps its equilibrium value, since its change would multiply a gradient that is already first order. Integrating \(d\tilde\mu/ds\) gives the area-specific resistance of one side:

\[
R_{\rm side}=\int_0^\lambda\frac{ds}{\sigma(s)}
=\rho_b\int_0^\lambda\exp\!\left[X\left(1-\frac{s}{\lambda}\right)^2\right]ds .
\]

With \(u=1-s/\lambda\), \(ds=-\lambda\,du\), and the reversed limits absorb the sign:

\[
r=\frac{R_{\rm side}}{\lambda\rho_b}=\int_0^1\exp(Xu^2)\,du . \tag{2}
\]

Setting \(w=\sqrt X\,u\) expresses this through Dawson's function \(D(t)=\exp(-t^2)\int_0^t\exp(w^2)\,dw\):

\[
r=\exp(X)\,\frac{D(\sqrt X)}{\sqrt X}. \tag{3}
\]

In code, \(\ln r=X+\ln[D(\sqrt X)/\sqrt X]\) avoids overflow.

### Large barrier

Put \(u=1-v\), so that \(u^2=1-2v+v^2\), and then \(t=2Xv\):

\[
r=\frac{\exp(X)}{2X}\int_0^{2X}\exp(-t)\exp\!\left(\frac{t^2}{4X}\right)dt .
\]

In this range \(t^2/(4X)\le t/2\), so the integrand is at most \(\exp(-t/2)\) and large \(t\) contributes exponentially little. The second exponential may therefore be expanded for fixed \(t\), and the upper limit of each term moved to infinity. Using \(\int_0^\infty t^n\exp(-t)\,dt=n!\),

\[
r\sim\frac{\exp(X)}{2X}\left[1+\frac{2!}{4X}+\frac{4!}{2(4X)^2}+\cdots\right]
=\frac{\exp(X)}{2X}\left[1+\frac1{2X}+\frac3{4X^2}+\cdots\right]. \tag{4}
\]

The leading term is Eq. (1). A lower bound needs no expansion. The parabola \(u^2\) lies above its tangent \(2u-1\) at \(u=1\), so

\[
r\ge\int_0^1\exp[X(2u-1)]\,du=\frac{\sinh X}{X}.
\]

At large \(X\) this bound agrees with Eq. (1) up to a relative difference \(\exp(-2X)\).

### Small barrier

Equation (1) diverges as \(X\to0\), whereas Eq. (2) gives \(r=1+X/3+\cdots\). The depletion model itself also fails there, because the ions are hardly depleted. Section 4 supplies the correct limit.

A series measurement contains the grain as well. The resistance added by a boundary with two sides is \(2\lambda\rho_b(r-1)\). For one boundary per grain of size \(d\), its ratio to the grain resistance is \(2\lambda(r-1)/d\).

## 4. Restoring the mobile charge

With Boltzmann ions the charge density is \(-eN+zec_b\exp(-y)=-eN[1-\exp(-y)]\), where \(y=ze\phi/kT\). Multiplying Poisson's equation by \(ze/kT\) gives

\[
L^2y''=1-\exp(-y),\qquad L^2=\frac{\epsilon kT}{ze^2N},\qquad \lambda=L\sqrt{2X}.
\]

Multiply by \(2y'\) and integrate from the bulk, where \(y=y'=0\):

\[
L^2y'^2=2g(y),\qquad g(y)=y-1+\exp(-y). \tag{5}
\]

Since \(y\) decreases away from the core, \(ds=-L\,dy/\sqrt{2g}\). The excess resistance of one side is therefore

\[
R_{\rm ex}=\rho_b\int_0^\infty[\exp(y)-1]\,ds
=\rho_bL\int_0^X\frac{\exp(y)-1}{\sqrt{2g(y)}}\,dy . \tag{6}
\]

For \(X\ll1\), \(g\simeq y^2/2\), the integrand tends to 1, and \(R_{\rm ex}\simeq\rho_bLX\). The depletion formula would give \(\lambda\rho_bX/3=\rho_bL\sqrt{2X}\,X/3\), which has the wrong power of \(X\). Equation (6) should be used for weak barriers.

For \(X\gg1\), set \(y=X-t\). The main contribution has \(t\) of order one, so

\[
\frac{R_{\rm ex}}{\rho_bL}\simeq \exp(X)\int_0^\infty
\frac{\exp(-t)\,dt}{\sqrt{2(X-1-t)}}
\simeq\frac{\exp(X)}{\sqrt{2(X-1)}}\left[1+\frac1{2(X-1)}\right],
\]

where the integrand is expanded in \(t/(X-1)\) before integration. Dividing by \(\lambda/L=\sqrt{2X}\) and using \((1-1/X)^{-1/2}\simeq1+1/(2X)\),

\[
\frac{R_{\rm ex}}{\lambda\rho_b}\simeq\frac{\exp(X)}{2X}\left(1+\frac1X\right). \tag{7}
\]

The neglected ions thus contribute a correction \(1/(2X)\), as large as the first correction in Eq. (4). Keeping the latter alone does not give the physical resistance to order \(1/X\).

### When the core charge is the input

The comparison above holds \(\phi_0\) fixed. Suppose that \(Q\) is held fixed instead. Gauss's law and Eq. (5) give

\[
Q=2\epsilon|\phi'(0)|=\frac{2\epsilon kT}{zeL}\sqrt{2g(X)} .
\]

The depletion model has the same expression with \(g(X)\) replaced by its barrier \(X_d\), because its parabola obeys \(L^2y'^2=2y\). Hence

\[
X_d=X-1+\exp(-X). \tag{8}
\]

At large \(X\) the depletion model puts the barrier too low by one \(kT\). To compare resistances, set \(Y=y-1\) in Eq. (6). Away from the lower limit, which carries no exponential weight,

\[
\frac{R_{\rm ex}}{\rho_bL}\simeq\exp(1)\int_0^{X-1}\frac{\exp(Y)}{\sqrt{2Y}}\,dY .
\]

The remaining integral is the depletion result for the barrier \(X-1\). At equal core charge the depletion model therefore underestimates the resistance by a factor that tends to \(\exp(1)\). The factor does not approach one as \(X\) grows. A defect model that predicts \(Q\) should obtain \(X\) from \(g(X)\) before the resistance is evaluated.

## 5. Impedance and extraction of the barrier

In the depletion model one side has capacitance \(\epsilon/\lambda\) per area and resistance \(\lambda\rho_br\). Their product is \(\epsilon\rho_br\), while the bulk time constant is \(\tau_b=\epsilon\rho_b\). Joining the two sides in series doubles the resistance and halves the capacitance, so

\[
\frac{\tau_{gb}}{\tau_b}=r . \tag{9}
\]

This requires equal permittivity in layer and bulk. To justify the circuit, use units of \(L\), \(\tau_b\), \(kT/(ze)\) and \(c_b\), and perturbations proportional to \(\exp(i\omega t)\). With \(n=c/c_b=\exp(-y)\) at equilibrium and \(\delta\eta=\delta n/n+\delta y\), ion conservation and Poisson's equation are

\[
i\omega\,\delta n=(n\,\delta\eta')',\qquad
\delta y''=-\delta n=-n(\delta\eta-\delta y).
\]

Adding \(i\omega\,\delta y''\) to the first equation shows that \(J=n\,\delta\eta'+i\omega\,\delta y'\) is uniform. It is the total current towards the core. For fixed core charge and an antisymmetric voltage, \(\delta\eta=\delta y=0\) at the core, and both equal \(V\) in the grain.

Near the boundary arc \(\omega\ll1\). The electrochemical drop then occurs in the resistive zone beside the core, and \(\delta\eta\simeq V\) outside it. The outer ions remain in equilibrium with the grain, so the static relation (5) applies with the core potential lowered by \(V\) relative to the grain. With \(y'(0)=-\sqrt{2g(X)}\), the change \(X\to X-V\) gives

\[
\delta y'(0)=CV,\qquad
C=\frac{d}{dX}\sqrt{2g(X)}=\frac{1-\exp(-X)}{\sqrt{2g(X)}} .
\]

At the core \(J\simeq V/R+i\omega CV\), where \(R=R_{\rm ex}/(\rho_bL)\). This is a resistor in parallel with a capacitor. For large \(X\), \(C\simeq1/\sqrt{2(X-1)}\), and

\[
\frac{\tau_{gb}}{\tau_b}=RC\simeq\frac{\exp(X)}{2(X-1)}\left(1+\frac1{2X}\right)
\simeq\frac{\exp(X)}{2X}\left(1+\frac3{2X}\right). \tag{10}
\]

### Why the ion profile must be free to respond

The shortcut \(Z=\int ds/(\sigma+i\omega\epsilon)\) freezes the ions. Near the core \(n\simeq\exp(-X+Fs)\), with \(F=\sqrt{2g(X)}\), and in reduced units

\[
Z\simeq\int_0^\infty\frac{ds}{\exp(-X+Fs)+i\omega}
=\frac{1}{i\omega F}\ln[1+i\omega\exp(X)] .
\]

With \(\Omega=\omega\exp(X)\), \(-\operatorname{Im}Z\) is proportional to \(\ln(1+\Omega^2)/\Omega\), whose maximum lies near \(\Omega=2\). The shortcut thus gives \(\tau\simeq\exp(X)/2\), too long by a factor of about \(X\) at leading order. It has the right dc resistance but no moving depletion edge.

### Inversion

Solving \(r=\exp(X)/(2X)\) means solving \(-X\exp(-X)=-1/(2r)\). On the strong-barrier branch,

\[
X=-W_{-1}\!\left(-\frac1{2r}\right),\qquad r>\frac{\exp(1)}2, \tag{11}
\]

where \(W_{-1}\) is the lower real branch of the Lambert function. The limit on \(r\) is the minimum of Eq. (1), at \(X=1\). One may instead iterate \(X\leftarrow\ln(2rX)\) from \(X=\ln(2r)\). The starting value lies between 1 and the root, and the increasing map approaches the root from below.

At fixed \(\phi_0\), \(d\ln r/dX\simeq1-1/X\). With activation energy defined as \(d\ln\rho/d(1/kT)\), the boundary exceeds the bulk by

\[
\Delta E\simeq ze\phi_0\left(1-\frac1X\right)=ze\phi_0-kT .
\]

If \(\phi_0\) varies with temperature, its derivative adds to this slope. The result holds for the mean resistivity and for the ratio of time constants. A measured boundary resistance also contains \(\lambda\propto\sqrt\epsilon\); a Curie-Weiss permittivity, roughly \(\epsilon\propto1/T\) as in strontium titanate, adds about \(kT/2\) to its excess activation energy.

## 6. Worked example

Take oxygen vacancies, \(z=2\), in lightly acceptor-doped strontium titanate at 500 K. The rough inputs are relative permittivity 170, \(N=10^{19}\ \mathrm{cm^{-3}}\), \(\phi_0=0.25\) V, bulk conductivity \(2\times10^{-7}\) S/cm and 1000 nm grains. Then

\[
X=\frac{2(0.25)}{0.04309}=11.60,\qquad
\lambda=4.499\sqrt{2(11.60)}=21.7\ \mathrm{nm}.
\]

The core field is \(2(0.25\ \mathrm V)/(21.7\ \mathrm{nm})=0.23\) MV/cm, and \(Q=2eN\lambda=6.9\ \mathrm{\mu C/cm^2}\).

Equation (1) gives \(r=4722\), and the full average (2) gives 4961, which is 5.1% higher. The zone \(\lambda/(2X)=0.93\) nm carries 60% of the layer resistance. Restoring the mobile charge at fixed \(\phi_0\) raises the normalized excess resistance to 5217, about 10% above Eq. (1). At fixed core charge the depletion barrier is \(10.60\,kT\), and the resistance ratio is 2.72, as Section 4 predicts.

A finite-difference solution of the linearized transport equations gives \(\tau_{gb}/\tau_b=5457\) from the arc maximum, against 5458 from \(RC\). The frozen profile gives a time constant 9.9 times too long. The bulk arc lies at 2115 Hz, and the boundary arc at \(2115/5457=0.39\) Hz. In the depletion model the boundary-to-grain resistance ratio is \(2(21.67)(4960)/1000=215\).

Inserting 5457 as the measured ratio in Eq. (11) returns \(X=11.76\) and \(\phi_0=0.253\) V, about 3 mV above the input. The excess activation energy from Eq. (2) is 0.454 eV, compared with \(ze\phi_0-kT=0.457\) eV and a barrier of 0.500 eV.

## 7. Size of the neglected effects

**Random acceptors.** Treat the layer edges \(s=\pm\lambda\) as screened and hold the core charge fixed. For lateral wave number \(k\), the core potential due to a unit charge at \(s\) is, by reciprocity, that at \(s\) due to a unit charge at the core:

\[
G_k(s)=\frac{\sinh[k(\lambda-|s|)]}{2\epsilon k\cosh(k\lambda)} .
\]

It vanishes at the edges, and its slope jumps by \(-1/\epsilon\) at the core. Independent acceptor positions give the variance

\[
\begin{aligned}
\phi_{\rm rms}^2&=Ne^2\int_0^\infty\frac{k\,dk}{2\pi}\int_{-\lambda}^{\lambda}G_k^2\,ds\\
&=\frac{Ne^2}{8\pi\epsilon^2}\int_0^\infty\left[\frac{\tanh k\lambda}{k^2}-\frac{\lambda}{k\cosh^2k\lambda}\right]dk
=\frac{Ne^2\lambda}{8\pi\epsilon^2}.
\end{aligned}
\]

The second line uses \(\int_0^\lambda\sinh^2(kx)\,dx=\sinh(2k\lambda)/(4k)-\lambda/2\). Its bracket is \(-d[\tanh(k\lambda)/k]/dk\), so the integral is \(\lambda\). Here \(\phi_{\rm rms}=9.9\) mV. For Gaussian fluctuations about a fixed mean potential, the lateral mean conductivity at the core rises by \(\exp[(ze\phi_{\rm rms}/kT)^2/2]=1.11\). Away from the core the fluctuations are smaller, because a screened edge is nearer, so the mean conductivity rises by less there. Free lateral redistribution of current gives the largest conductance, so 11% bounds the gain from random acceptors in this estimate.

**Discrete core charges.** The model spreads the core charge evenly over the plane. If it consists of doubly charged defects, \(Q=6.9\ \mathrm{\mu C/cm^2}\) places them about 2 nm apart, which is more than the width of the resistive zone. Their arrangement then matters. At the same mean potential, random positions can roughly double the boundary conductance, whereas nearly regular spacing changes it by only a few percent. The results here therefore apply to a core whose charge is smooth or evenly spaced.

**Electronic leakage.** A carrier of charge \(qe\) has the layer factor \(\int_0^1\exp(qXu^2/z)\,du\). Holes meet half the ionic barrier, and electrons are accumulated. Suppose they cross in parallel without exchanging charge with the ions. For assumed bulk hole-to-ion and electron-to-ion conductivity ratios of \(10^{-4}\) and \(10^{-6}\), their conductances across the width \(\lambda\) are 1.5% and 1.3% of the ionic one. They equal it at bulk ratios of 0.0065 and \(7.4\times10^{-5}\), respectively. These values use the depletion profile. The electron values are rough, good to a factor of about 1.5, because accumulated electrons meet most of their layer resistance near the outer edge, where that profile is least accurate, and they fall further if the layer is taken wider than \(\lambda\). In a steady state each carrier also crosses the grain in series; for 1000 nm grains the hole and electron currents are then about 0.9% and 0.02% of the ion current.

**Core and lattice.** A core 0.8 nm thick with the resistivity of the boundary plane would add 41% to the resistance. This is a scale, not a prediction, since the core's concentration and mobility may both differ. Replacing the integral by jumps of 0.276 nm changes the resistance by \(-0.35\%\) if a site lies on the core plane and the jump barrier shifts by half the potential step. With the core between two sites the change is about \(-1\%\), and if an uphill jump had to pay the full step it would be more than \(+10\%\). With the constitutive law \(E=P/\epsilon+\beta P^3\) and a rough \(\beta=8\times10^9\ \mathrm{J\,m^5/C^4}\), the nonlinear term at the core is 1.5% of the linear one. Linear response also needs a voltage per side well below \(kT/(ze)=21.5\) mV.

**The real material.** A positive core that depletes oxygen vacancies can describe boundaries in acceptor-doped strontium titanate, but 0.25 V is a low barrier, and values around 0.5 V are commonly reported. Leakage grows quickly with the barrier: with the bulk hole-to-ion ratio of \(10^{-4}\) assumed above, the hole conductance of the layer is half the ionic one at 0.4 V and five times it at 0.5 V. The doping here is light. The least secure assumption is purely ionic conduction, because oxidized samples can conduct mainly by holes. At the same \(\phi_0\), the hole enhancement would be \(4961\times0.00649\simeq32\) instead of 4961. The charge of the dominant carrier must therefore be established before Eq. (11) is applied. Acceptor-vacancy association and a layer permittivity different from the bulk value also lie outside the model. The numerical output below lists the values used.

## Table of computed values

```
Ion charge number z: 2
Temperature: 500 K
Relative permittivity: 170
Acceptor density: 1e+19 cm^-3
Core potential phi0: 0.25 V
Bulk conductivity: 2e-07 S/cm
Grain size: 1000 nm
kT: 0.04309 eV
Barrier energy z e phi0: 0.5 eV
X = barrier/kT: 11.6
Depletion width per side: 21.67 nm
Debye length L: 4.499 nm
Field at core: 0.2307 MV/cm
Core charge, depletion model: 6.945 uC/cm2
Enhancement, exact layer average: 4961
Enhancement, exp(X)/(2X): 4722
Exact/leading: 1.051
Lower bound sinh(X)/X: 4722
Resistive zone lam/(2X): 0.9338 nm
Resistance share in that zone: 0.605
Second series coefficient at X=200: 0.7595
Max profile error/phi0 at X=200: 0.004486
Full excess R/(lam rho_bulk): 5217
1/X coefficient, resistance, X=400: 1.005
1/X coefficient, time constant, X=400: 1.507
Equal-charge depletion barrier/kT: 10.6
Equal-charge resistance ratio: 2.719
Transport dc R / integral R: 0.999979
tau_gb/tau_bulk, transport solution: 5457
tau_gb/tau_bulk, R times C: 5458
Arc height/(R/2): 1.00018
Frozen-profile tau / true tau: 9.895
Bulk arc frequency: 2115 Hz
Boundary arc frequency: 0.3875 Hz
R_boundary/R_grain, depletion: 215
X from inverted time constants: 11.76
phi0 from inversion: 0.2534 V
Extra activation energy: 0.4544 eV
Barrier minus kT: 0.4569 eV
Linear-response voltage kT/(ze): 21.54 mV
Mean acceptor spacing: 4.642 nm
Random-acceptor potential rms: 9.885 mV
Random-acceptor conductance bound: 1.111 times
Assumed bulk hole/ion conductivity: 0.0001
Hole/ion current at boundary: 0.01541
Bulk hole/ion ratio for equal current: 0.006488
Assumed bulk electron/ion conductivity: 1e-06
Electron/ion current at boundary: 0.01349
Bulk electron/ion ratio, equal current: 7.412e-05
Assumed core thickness: 0.8 nm
Added R if core is as depleted: 40.77 %
Assumed ion jump length: 0.276 nm
Discrete-jump change of R: -0.3456 %
Assumed saturation coefficient: 8e+09 J m^5/C^4
Dielectric saturation at core: 1.452 %
```
